# Collected charge with one mobile carrier: drift length equal to thickness

## Question

I am stuck on an exercise about pulsed photoconductivity in a thin film. The film lies between two plane blocking contacts. A light flash creates electron–hole pairs uniformly through the thickness $L$. Only the electrons move, and they are lost to deep traps. I am asked for the collected fraction of the photogenerated charge when the electron drift length equals $L$.

An electron survives a distance $s$ with probability $e^{-s/L}$. Averaging this over all distances to the anode, I get $1-e^{-1}\approx0.63$. The answer given is $e^{-1}\approx0.37$. Have I made a mistake in the integral, or am I calculating the wrong thing? And would the fraction approach 1 if I raised the voltage?

## Answer

Your integral is right, but it gives the fraction of electrons that reach the anode. The exercise asks for the charge that flows through the external circuit. These differ because an electron that starts inside the film drives less than one elementary charge through the circuit even if it arrives, while an electron that is trapped on the way still contributes something.

### Assumptions

Put the cathode at $x=0$ and the anode at $x=L$, with a fixed voltage $V$ between them. Let $E=V/L$ be the magnitude of the field, so that electrons drift towards $+x$ with speed $v=\mu E$. I write $e>0$ for the elementary charge. I also assume that:

- the flash is short and weak, so its own charge hardly disturbs the field;
- the contacts inject no carriers but let arriving electrons leave;
- a moving electron is trapped at the constant rate $1/\tau$ and is not released during the measurement;
- diffusion is negligible.

The drift length is $\lambda=v\tau=\mu\tau E$, and I use the ratio $r=\lambda/L$.

### How much charge does one moving electron drive?

Average the potential $\phi$ over the electrode area, so that it depends on $x$ alone. With $\phi(0)=0$ and $\phi(L)=V$, Poisson's equation is $\phi''=-\rho/\varepsilon$. Multiply it by $x$ and integrate the left side by parts:

$$
\int_0^L x\phi''\,dx=L\phi'(L)-\int_0^L\phi'\,dx=L\phi'(L)-V .
$$

The right side gives $-\varepsilon^{-1}\int_0^L x\rho\,dx$. The surface charge per area on the anode is $\sigma=\varepsilon\phi'(L)$: the normal from the anode into the film points along $-x$, and the field component along it is $+\phi'(L)$. Therefore

$$
\sigma=\frac{\varepsilon V}{L}-\frac1L\int_0^L x\rho(x)\,dx .
$$

An electron has charge $-e$, so at position $x$ it adds $+ex/L$ to the total anode charge. If it moves by $s$ towards the anode, the circuit must supply

$$
\Delta Q=\frac{es}{L}.
$$

Charge that stays fixed contributes a constant to $\sigma$ and drops out of this difference. When an electron enters the anode, it neutralizes the positive charge already supplied for it, so there is no extra burst of circuit charge on arrival.

The collected fraction is therefore the mean electron path divided by $L$.

### The mean path

In a path element $ds$ the electron spends a time $ds/v$, so its trapping probability is $ds/(v\tau)=ds/\lambda$. The probability $P(s)$ of still moving after a distance $s$ obeys

$$
\frac{dP}{ds}=-\frac{P}{\lambda},\qquad P(0)=1,
\qquad\text{so}\qquad P(s)=e^{-s/\lambda}.
$$

An electron starting at $x$ has at most $\ell=L-x$ to travel. Each element $ds$ of this distance is covered with probability $P(s)$, so the mean path is

$$
\bar s(\ell)=\int_0^\ell e^{-s/\lambda}\,ds
=\lambda\left(1-e^{-\ell/\lambda}\right).
$$

This counts both the electrons that are trapped and those that reach the anode.

Uniform generation makes every $\ell$ between 0 and $L$ equally likely. Call the collected fraction $\eta$. Then

$$
\begin{aligned}
\eta&=\frac1L\left[\frac1L\int_0^L
\lambda\left(1-e^{-\ell/\lambda}\right)d\ell\right]\\
&=\frac{\lambda}{L^2}
\left[L-\lambda\left(1-e^{-L/\lambda}\right)\right]\\
&=r\left[1-r\left(1-e^{-1/r}\right)\right].
\end{aligned}
$$

For $\lambda=L$, or $r=1$,

$$
\eta=1-(1-e^{-1})=e^{-1}\approx0.368 .
$$

A random simulation of 400,000 electrons, with uniform starting points and exponentially distributed trapping times, gives $0.3678\pm0.0004$ for this case.

### Where your 0.63 belongs

The arriving fraction is

$$
A=\frac1L\int_0^L e^{-\ell/\lambda}\,d\ell
=r\left(1-e^{-1/r}\right),
$$

which is $0.632$ at $r=1$. The rest, $1-A$, is trapped. Comparing with the formula for $\eta$ gives

$$
\eta=r(1-A).
$$

There is a direct reason for this. Traps catch a fraction $ds/\lambda$ of the moving electrons per path element, so the trapped fraction is the mean path divided by $\lambda$, whereas $\eta$ is the mean path divided by $L$. At $r=1$ the two are equal, so the circuit fraction equals the *trapped* fraction. This does not mean that the trapped electrons supply all the current.

To see who supplies it, set $r=1$ and $u=\ell/L$. The electrons that arrive contribute

$$
\int_0^1 u e^{-u}\,du=\left[-(u+1)e^{-u}\right]_0^1
=1-2e^{-1}\approx0.264 .
$$

The trapped ones contribute the remainder, $e^{-1}-(1-2e^{-1})=3e^{-1}-1\approx0.104$.

The value $0.632$ is also the circuit fraction for a different experiment, in which all electrons start at the cathode. Then $\ell=L$ for each of them, and $\bar s/L=1-e^{-1}$ when $\lambda=L$.

### The same result from the current

Let $t_T=L/v$ be the time to cross the whole film. At time $t<t_T$, an electron is still moving if it started more than $vt$ from the anode and has not been trapped. The fraction still moving is $(1-t/t_T)e^{-t/\tau}$. Each moving electron drives a current $ev/L=e/t_T$, so the current per generated charge is

$$
j(t)=\frac1{t_T}\left(1-\frac t{t_T}\right)e^{-t/\tau}.
$$

Since $t_T/\tau=L/\lambda=1/r$, the substitution $u=t/t_T$ and integration by parts give

$$
\begin{aligned}
\int_0^{t_T}j\,dt&=\int_0^1(1-u)e^{-u/r}\,du\\
&=\left[-r(1-u)e^{-u/r}\right]_0^1-r\int_0^1e^{-u/r}\,du\\
&=r-r^2\left(1-e^{-1/r}\right)=\eta .
\end{aligned}
$$

An integration window longer than $t_T$ therefore records the whole electron signal.

### Does a high voltage bring the fraction to 1?

No, not with uniform generation and only one mobile carrier type. With $\mu\tau$ fixed, $r$ is proportional to $V$. For large $r$, expand

$$
r\left(1-e^{-1/r}\right)=1-\frac1{2r}+\frac1{6r^2}-\cdots .
$$

Inserting this into $\eta$ gives

$$
\eta=\frac12-\frac1{6r}+\cdots .
$$

Nearly every electron now arrives, but its mean path is only $L/2$. At $r=10$, $95\%$ arrive while $\eta=0.484$. The missing half would come from the holes if they too could cross without trapping: a hole starting at $x$ travels $x$ to the cathode, and $x/L+(L-x)/L=1$.

In the opposite limit, $e^{-1/r}$ is negligible and $\eta\simeq r-r^2$. The leading term says that electrons far from the anode travel one drift length on average before being trapped. The correction comes from those that start within a few drift lengths of the anode, where arrival can cut the path short. At $r=0.1$ this gives $0.1-0.01=0.09$.

Near $r=1$ the response to voltage is already weak. Differentiating,

$$
\frac{d\eta}{dr}=1-2r\left(1-e^{-1/r}\right)+e^{-1/r},
$$

which is $3e^{-1}-1$ at $r=1$. Dividing by $\eta=e^{-1}$ gives the logarithmic slope $3-e\approx0.28$. A $10\%$ error in $\mu\tau$ thus changes $\eta$ by only about $3\%$ of its value.

### An example with numbers

Take $L=20\ \mu\text{m}$, $\mu=1\ \text{cm}^2/\text{Vs}$ and $\tau=100\ \text{ns}$. Setting $\mu\tau V/L=L$ gives

$$
V=\frac{L^2}{\mu\tau}
=\frac{(2\times10^{-3}\ \text{cm})^2}{10^{-7}\ \text{cm}^2/\text{V}}
=40\ \text{V}.
$$

The field is $0.020\ \text{MV/cm}$. The transit time is $100\ \text{ns}$, equal to $\tau$ as it must be at $r=1$, so a $200\ \text{ns}$ integration window is long enough.

For $n=10^{12}$ pairs per $\text{cm}^3$, the generated charge per area is $enL=320\ \text{pC/cm}^2$. The circuit receives

$$
0.368\times320\ \text{pC/cm}^2\approx118\ \text{pC/cm}^2,
$$

or $7.4\times10^8$ elementary charges per $\text{cm}^2$.

### How close is this to a real film?

These are rough values for electrons in undoped hydrogenated amorphous silicon; good films can have a larger $\mu\tau$, which lowers the required bias. The thickness suits a transit-time sample or a detector, and is far above that of a solar cell. The assumption most clearly broken is that holes are immobile. With a constant hole mobility of roughly $0.005\ \text{cm}^2/\text{Vs}$ and a hole trapping time of $2\ \mu\text{s}$, holes add $0.0095$ to the fraction within the $200\ \text{ns}$ window, about $3\%$ of the electron signal. If one integrates until all hole motion has ended, they add $0.090$, about a quarter of the electron signal. The figure for the short window is only a rough guide, because hole transport in this material is dispersive: holes move faster just after the flash than later. If their displacement grew as $t^{0.6}$ and they still needed $20\ \mu\text{s}$ to cross the film, as they do at the constant mobility, they would move about $6\%$ of the thickness within the window. This adds about $0.06$ if deep trapping is ignored, and about $0.045$ if it still limits them to the drift length of $2\ \mu\text{m}$ implied by the values above. The value $0.37$ therefore needs a window that is long for electrons and short enough for hole motion to be negligible.

For the same example, the other corrections are smaller:

- **Diffusion and contact fields.** Diffusion at 300 K changes $\eta$ from $0.3679$ to $0.3673$ if the cathode absorbs electrons that diffuse back to it, and to $0.3677$ if it reflects them. Adding contact layers with $0.3\ \text{V}$ of band bending each and $10^{15}\ \text{cm}^{-3}$ of fixed charge, arranged so that they push electrons away from both (absorbing) contacts and leave no net built-in voltage, gives $0.3674$. A net built-in voltage of $1\ \text{V}$ spread across the film and adding to the bias, as in a p-i-n structure, would instead give about $0.370$.
- **Uneven generation.** Light entering through the cathode with an absorption coefficient of $50\ \text{cm}^{-1}$ gives $0.373$, because slightly more electrons start far from the anode.
- **Photogenerated charge.** It changes the local field by at most $enL/\varepsilon$, which is $1.5\%$ of the bias field for a relative permittivity of 11.9. An upper estimate of Langevin recombination, $en\mu\tau/\varepsilon$ per trapping time, is the same number when $\lambda=L$.
- **Trap release and dark current.** Take traps $0.6\ \text{eV}$ deep and an attempt rate of $10^{12}\ \text{s}^{-1}$. If the trap attracts the electron by a Coulomb force, the bias field lowers the barrier by about $0.03\ \text{eV}$. Even then release takes about $4\ \text{ms}$, far longer than the window. A dark conductivity of $10^{-10}\ \text{S/cm}$ adds $0.4\ \text{pC/cm}^2$, which can be measured without light and subtracted.

The timing of the bias matters too. Here it is applied $10\ \mu\text{s}$ before the flash, about $0.1\%$ of the $10\ \text{ms}$ dielectric relaxation time. Under a long-standing bias, charge in deep states can rearrange. If $10^{15}\ \text{cm}^{-3}$ of it were left uncompensated across the film, its field scale $eNL/\varepsilon$ would be 1000 times that of the photogenerated charge, or about 15 times the bias field. The uniform-field formula would then fail. It also fails under steady illumination, where immobile holes accumulate, and when repeated trapping and release during the transit cannot be described by one constant $\mu$ and one $\tau$.

The numerical output below lists both fractions for several values of $r$.

## Numbers as computed

```
GENERAL RESULT
r =  0.1: circuit fraction 0.0900, arriving fraction 0.1000
r =  0.5: circuit fraction 0.2838, arriving fraction 0.4323
r =  1.0: circuit fraction 0.3679, arriving fraction 0.6321
r =  2.0: circuit fraction 0.4261, arriving fraction 0.7869
r = 10.0: circuit fraction 0.4837, arriving fraction 0.9516
exp(-1) = 0.367879; quadrature at r=1: 0.367879
simulation at r=1: 0.3678 +- 0.0004
simulated arriving fraction at r=1: 0.6313
all electrons from cathode, r=1: 0.6321
drift-diffusion, diffusion to zero: 0.36788
d ln(eta)/d ln(r) at r=1: 0.2817
EXAMPLE, rough a-Si:H values
thickness 20 um, mobility 1.0 cm2/Vs
trapping time 100 ns, gate 200 ns
temperature 300 K, permittivity 11.9 (relative)
pair density 1.0e+12 cm^-3
bias for r=1: 40.0 V, field 0.020 MV/cm
drift length 20.0 um, transit 100 ns
generated charge 320.4 pC/cm2
collected charge 117.9 pC/cm2 = 7.358e+08 electrons/cm2
NEGLECTED EFFECTS
hole mobility 0.005 cm2/Vs, trapping time 2.0 us
hole transit time 20.0 us
hole part of fraction: 0.0095 in gate, 0.0900 in all
kT/(eV) 6.46e-04; fraction with diffusion 0.36730
contact bending 0.3 V, fixed charge 1e+15 cm^-3
contact layer 0.63 um, peak field/bias field 0.48
fraction with diffusion and contact fields 0.36740
absorption 50 cm^-1, times thickness 0.10
fraction with this absorption 0.3731
photocharge field/bias field, upper bound 0.0152
Langevin loss per trapping time, upper estimate 0.0152
trap depth 0.6 eV, attempt rate 1e+12 1/s
field lowering 0.031 eV, release time 3.60 ms
dark conductivity 1e-10 S/cm, relaxation 10.5 ms
bias delay 10 us, delay/relaxation 0.0009
dark charge in gate 0.40 pC/cm2
```
